# When the sealed ends of a diffusion couple begin to change: a numerical check

```python
"""Sealed diffusion couple: when has the end composition moved by 1 %?

Result under test: for a step at x = 0 in a couple -L < x < L with sealed
ends and constant D, the end change as a fraction of the initial step is
    u_L = erfc(1/(2 sqrt(tau))) - erfc(3/(2 sqrt(tau))) + ...,
with tau = D t / L^2. Hence u_L = 0.01 at tau = 1/(4 z^2), erfc(z) = 0.01.
Also tested: the bias of a Matano inversion of the profile at that time.
Symbols: u = scaled composition (1 left, 0 right at t = 0), x in units of L.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc, erfcinv

threshold = 0.01


def end_change_images(tau):
    k = np.arange(30)
    return np.sum((-1.0) ** k * erfc((2 * k + 1) / (2 * np.sqrt(tau))))


def end_change_cosines(tau):
    k = np.arange(200)
    n = 2 * k + 1
    terms = (-1.0) ** k / n * np.exp(-(n * np.pi) ** 2 * tau / 4)
    return 0.5 - 2 / np.pi * np.sum(terms)


# Finite-volume model of the sealed couple, solved exactly in time.
cells = 800
h = 2.0 / cells
diagonal = np.full(cells, 2.0)
diagonal[[0, -1]] = 1.0
rates, modes = eigh_tridiagonal(diagonal / h**2,
                                np.full(cells - 1, -1.0) / h**2)
initial = np.where(np.arange(cells) < cells // 2, 1.0, 0.0)
amplitudes = modes.T @ initial


def profile(tau):
    return modes @ (np.exp(-rates * tau) * amplitudes)


def wall_value(u):
    # Parabola with zero slope at the wall through the last two cells.
    return u[-1] - (u[-2] - u[-1]) / 8


def matano_numeric(x, tau, add_rectangle):
    u = profile(tau)
    drops = u[:-1] - u[1:]
    faces = -1.0 + h * np.arange(1, cells)
    start = int(round((x + 1) / h)) - 1
    assert abs(faces[start] - x) < 1e-10
    integral = np.sum(faces[start:] * drops[start:])
    integral -= 0.5 * faces[start] * drops[start]
    if add_rectangle:
        integral += wall_value(u)
    return integral / (2 * tau * drops[start] / h)


def matano_formula(x, tau, add_rectangle):
    s = 2 * np.sqrt(tau)
    slope = np.exp(-(x / s) ** 2) - np.exp(-((2 - x) / s) ** 2)
    lost = -erfc((2 - x) / s)
    if not add_rectangle:
        lost += erfc(1 / s)
    return 1 - np.sqrt(np.pi / tau) * lost / slope


# Critical time from the closed form and by three other roads.
z = erfcinv(threshold)
tau_end = 1 / (4 * z**2)
tau_images = brentq(lambda q: end_change_images(q) - threshold, 0.02, 0.3)
tau_cosines = brentq(lambda q: end_change_cosines(q) - threshold, 0.02, 0.3)
tau_volume = brentq(lambda q: wall_value(profile(q)) - threshold, 0.02, 0.3)
assert abs(tau_images - tau_end) < 1e-10
assert abs(tau_cosines - tau_end) < 1e-10
# The grid error is second order in the cell width.
assert abs(tau_volume / tau_end - 1) < 1e-4

for tau in (0.05, 0.2, 1.0):
    assert abs(end_change_images(tau) - end_change_cosines(tau)) < 1e-12

# The end change grows steadily, so the critical time is unique.
history = [wall_value(profile(q)) for q in np.linspace(0.02, 2.0, 100)]
assert np.all(np.diff(history) > 0)
assert history[-1] < 0.5

# Without reflection, the spreading step reaches only half the end change.
unreflected = quad(lambda y: np.exp(-(1 - y) ** 2 / (4 * tau_end))
                   / np.sqrt(4 * np.pi * tau_end), -12, 0,
                   points=[-2, -1], epsabs=1e-13)[0]
assert abs(unreflected - threshold / 2) < 1e-9
tau_infinite = 1 / (4 * erfcinv(2 * threshold) ** 2)
true_change = wall_value(profile(tau_infinite))
assert abs(true_change - 2 * threshold) < 1e-5

# Matano inversion: formula against the finite-volume profile.
positions = (0.0, 0.5, 0.8)
table = []
for x in positions:
    row = [x]
    for add_rectangle in (False, True):
        predicted = matano_formula(x, tau_end, add_rectangle)
        computed = matano_numeric(x, tau_end, add_rectangle)
        assert abs(predicted - computed) < 3e-4
        row.append(predicted)
    table.append(row)

tau_centre = brentq(lambda q: matano_formula(0.0, q, False) - 0.99,
                    0.02, 0.075)
assert abs(matano_numeric(0.0, tau_centre, False) - 0.99) < 2e-4

# Worked example with round model parameters.
half_length = 0.5e-3
diffusivity = 1e-13
step_percent = 20.0
time = tau_end * half_length**2 / diffusivity
time_infinite = tau_infinite * half_length**2 / diffusivity
time_centre = tau_centre * half_length**2 / diffusivity
spread = np.sqrt(diffusivity * time)

print(f"threshold, fraction of step: {threshold:.2f}")
print(f"z with erfc(z) = threshold: {z:.5f}")
print(f"critical Dt/L^2, closed form: {tau_end:.6f}")
print(f"critical Dt/L^2, cosine series: {tau_cosines:.6f}")
print(f"critical Dt/L^2, finite volume: {tau_volume:.6f}")
print(f"first neglected term erfc(3z): {erfc(3 * z):.1e}")
print(f"L/sqrt(Dt) at critical time: {1 / np.sqrt(tau_end):.4f}")
print(f"end change without reflection: {unreflected:.5f}")
print(f"Dt/L^2 from infinite couple: {tau_infinite:.6f}")
print(f"true end change at that time: {true_change:.5f}")
print(f"ratio of infinite to sealed time: {tau_infinite / tau_end:.4f}")
print("Matano D_app/D at the critical time:")
for x, raw, repaired in table:
    print(f"  x/L = {x:.1f}: raw {raw:.4f}, with rectangle {repaired:.6f}")
print(f"neglected scale exp(-L^2/(Dt)): {np.exp(-1 / tau_end):.1e}")
print(f"Dt/L^2 for 1 % raw bias at centre: {tau_centre:.5f}")
print(f"end change at that time: {end_change_images(tau_centre):.6f}")
print(f"half length L: {half_length * 1e3:.2f} mm")
print(f"diffusivity D: {diffusivity:.1e} m^2/s")
print(f"initial step: {step_percent:.1f} at.%")
print(f"end shift at threshold: {threshold * step_percent:.2f} at.%")
print(f"critical time: {time:.4e} s")
print(f"critical time: {time / constants.hour:.2f} h")
print(f"time from infinite couple: {time_infinite / constants.hour:.2f} h")
print(f"time for 1 % centre bias: {time_centre / constants.hour:.2f} h")
print(f"sqrt(Dt) at critical time: {spread * 1e6:.1f} micrometre")
print("tests ok")
```

It prints:

```
threshold, fraction of step: 0.01
z with erfc(z) = threshold: 1.82139
critical Dt/L^2, closed form: 0.075359
critical Dt/L^2, cosine series: 0.075359
critical Dt/L^2, finite volume: 0.075358
first neglected term erfc(3z): 1.1e-14
L/sqrt(Dt) at critical time: 3.6428
end change without reflection: 0.00500
Dt/L^2 from infinite couple: 0.092389
true end change at that time: 0.02000
ratio of infinite to sealed time: 1.2260
Matano D_app/D at the critical time:
  x/L = 0.0: raw 0.9354, with rectangle 1.000002
  x/L = 0.5: raw 0.8535, with rectangle 1.001655
  x/L = 0.8: raw 0.5353, with rectangle 1.115796
neglected scale exp(-L^2/(Dt)): 1.7e-06
Dt/L^2 for 1 % raw bias at centre: 0.04790
end change at that time: 0.001235
half length L: 0.50 mm
diffusivity D: 1.0e-13 m^2/s
initial step: 20.0 at.%
end shift at threshold: 0.20 at.%
critical time: 1.8840e+05 s
critical time: 52.33 h
time from infinite couple: 64.16 h
time for 1 % centre bias: 33.27 h
sqrt(Dt) at critical time: 137.3 micrometre
tests ok
```
